# Thermodynamic factors and the spinodal surface of a ternary regular solution

If diffusion in a ternary alloy is computed as though the solution were ideal, every small composition fluctuation decays, whatever the temperature. An alloy whose components repel one another strongly enough behaves differently: some of its fluctuations grow and it separates. The ideal calculation leaves out how interactions between the components change the response of the chemical potentials to composition. With two independent mole fractions this response is a two-by-two matrix, and neither its diagonal elements nor the stability of the three binary alloys suffices to decide whether the ternary alloy is stable.

Let $x_1,x_2,x_3$ be the mole fractions, all positive, with $x_3=1-x_1-x_2$. Pressure and temperature are fixed, and $\tau=k_BT$ denotes the thermal energy. In the regular-solution model the atoms mix at random, and the Gibbs energy per atom is

$$g=\sum_i x_i\mu_i^\circ+\tau\sum_i x_i\ln x_i+e,$$

$$e=\Omega_{12}x_1x_2+\Omega_{13}x_1x_3+\Omega_{23}x_2x_3 .$$

Here $\mu_i^\circ$ is the Gibbs energy per atom of pure component $i$ in the same phase. The pair parameters $\Omega_{ij}=\Omega_{ji}$ are independent of composition and temperature; a positive value disfavours mixing of the pair. We set $\Omega_{ii}=0$.

The thermodynamic-factor matrix is defined by

$$\Gamma_{ij}=\frac{x_i}{\tau}\frac{\partial\mu_i}{\partial x_j}
=\delta_{ij}+x_i\frac{\partial\ln\gamma_i}{\partial x_j},\qquad i,j=1,2,$$

where $\mu_i=\mu_i^\circ+\tau\ln(x_i\gamma_i)$ defines the activity coefficient $\gamma_i$. The derivatives are taken after $x_3$ has been eliminated, so that raising $x_1$ at fixed $x_2$ lowers $x_3$ by the same amount. For an ideal solution $\gamma_i=1$ and $\Gamma$ is the unit matrix.

A chemical potential is a derivative with respect to an amount of substance, not with respect to a mole fraction. We therefore start from the Gibbs energy of $N=N_1+N_2+N_3$ atoms,

$$\mathcal G=\sum_iN_i\mu_i^\circ+\tau\sum_iN_i\ln\frac{N_i}{N}+\frac1N\sum_{i<j}\Omega_{ij}N_iN_j .$$

Differentiating the entropy term with respect to $N_i$ gives $\tau(\ln x_i+1-\sum_jN_j/N)=\tau\ln x_i$. In the last term, the derivative of the pair sum gives $\sum_j\Omega_{ij}x_j$, and that of the prefactor $1/N$ gives $-e$. Hence

$$\tau\ln\gamma_i=\sum_j\Omega_{ij}x_j-e .$$

For the second differentiation, define $C=\Omega_{12}-\Omega_{13}-\Omega_{23}$. Substituting $x_3=1-x_1-x_2$ in $e$ and differentiating,

$$\frac{\partial e}{\partial x_1}=\Omega_{12}x_2+\Omega_{13}(1-2x_1-x_2)-\Omega_{23}x_2
=\Omega_{13}(1-2x_1)+Cx_2,$$

$$\frac{\partial e}{\partial x_2}=\Omega_{23}(1-2x_2)+Cx_1 .$$

The second line follows from the first by exchanging the labels 1 and 2. The linear sum for component 1 is $\Omega_{12}x_2+\Omega_{13}(1-x_1-x_2)$, with derivatives $-\Omega_{13}$ and $\Omega_{12}-\Omega_{13}$. Therefore

$$\tau\frac{\partial\ln\gamma_1}{\partial x_1}=-\Omega_{13}-\Omega_{13}(1-2x_1)-Cx_2
=-2\Omega_{13}(1-x_1)-Cx_2,$$

$$\tau\frac{\partial\ln\gamma_1}{\partial x_2}=\Omega_{12}-\Omega_{13}-\Omega_{23}(1-2x_2)-Cx_1
=C(1-x_1)+2\Omega_{23}x_2 .$$

Multiplying by $x_1/\tau$, adding $\delta_{1j}$, and exchanging labels for the second row, we obtain the four elements:

$$\Gamma_{11}=1-\frac{2\Omega_{13}x_1(1-x_1)+Cx_1x_2}{\tau},$$

$$\Gamma_{12}=\frac{Cx_1(1-x_1)+2\Omega_{23}x_1x_2}{\tau},$$

$$\Gamma_{21}=\frac{Cx_2(1-x_2)+2\Omega_{13}x_1x_2}{\tau},$$

$$\Gamma_{22}=1-\frac{2\Omega_{23}x_2(1-x_2)+Cx_1x_2}{\tau}.$$

In general the matrix is not symmetric. Even at $x_1=x_2$ its off-diagonal elements differ unless $\Omega_{13}=\Omega_{23}$.

Stability is decided by the curvature of $g$. Let half of a homogeneous alloy change its composition by $+\epsilon u$ and the other half by $-\epsilon u$, where $u=(u_1,u_2)$ is a direction in the $(x_1,x_2)$ plane. The linear terms cancel, as do the cubic ones, and the energy change per atom is

$$\Delta g=\frac{\epsilon^2}{2}u^{\mathsf T}Hu+O(\epsilon^4),\qquad
H_{ij}=\frac{\partial^2g}{\partial x_i\partial x_j}.$$

The alloy is locally stable if $H$ is positive definite. The spinodal is the limit of this stability, where the smaller eigenvalue of $H$ falls to zero. It is a surface in the space of two compositions and temperature. Local stability does not exclude a lower Gibbs energy for a mixture of two phases with widely different compositions; such an alloy is metastable.

To connect $\Gamma$ with $H$, write $\mathcal G=Ng(x_1,x_2)$. Since $x_k=N_k/N$, we have $\partial x_k/\partial N_i=(\delta_{ik}-x_k)/N$, and so

$$\mu_i=g+\sum_{k=1}^{2}(\delta_{ik}-x_k)g_k,\qquad g_k=\frac{\partial g}{\partial x_k}.$$

This holds for $i=1,2,3$, with $\delta_{3k}=0$. On differentiation with respect to $x_j$, the first term gives $g_j$, and the derivative of the explicit $-x_k$ gives $-g_j$. These cancel, leaving

$$\frac{\partial\mu_i}{\partial x_j}=\sum_{k=1}^{2}(\delta_{ik}-x_k)H_{kj}.$$

Multiplication by $x_i/\tau$ yields

$$\Gamma=\frac{MH}{\tau},\qquad M_{ik}=x_i(\delta_{ik}-x_k).$$

This relation uses no property of the regular solution and holds for any smooth $g$. The matrix $M$ is symmetric, with determinant

$$\det M=x_1(1-x_1)x_2(1-x_2)-x_1^2x_2^2=x_1x_2x_3 .$$

Its quadratic form is $u^{\mathsf T}Mu=\sum_ix_iu_i^2-(\sum_ix_iu_i)^2$. This is the variance of a quantity that takes the values $u_1,u_2,0$ with probabilities $x_1,x_2,x_3$. It vanishes only if all three values coincide, which requires $u=0$; hence $M$ is positive definite.

It follows that

$$\det\Gamma=\frac{x_1x_2x_3}{\tau^2}\det H .$$

On the spinodal one eigenvalue of $H$ is zero, so $\det H=0$ and therefore $\det\Gamma=0$. This proves that the determinant vanishes on the spinodal surface.

The converse needs more care, since a vanishing determinant says that some eigenvalue is zero, not that it is the smaller one. The eigenvalues of $\Gamma$ carry the full information. Because $M$ has a positive square root,

$$M^{-1/2}\,\Gamma\,M^{1/2}=\frac1\tau M^{1/2}HM^{1/2}.$$

The right side is symmetric, so the eigenvalues of $\Gamma$ are real. Its quadratic form is that of $H$ evaluated at $M^{1/2}u$, an invertible change of variables, so $\Gamma$ has as many positive, zero and negative eigenvalues as $H$. The spinodal is thus the place where the smaller eigenvalue of $\Gamma$ is zero.

The determinant is most easily made explicit by separating the ideal part of $H$. Differentiating $\tau\sum_ix_i\ln x_i$ twice gives $\tau(\delta_{kj}/x_k+1/x_3)$. Multiplied by $M$, this becomes

$$\tau\sum_kx_i(\delta_{ik}-x_k)\left(\frac{\delta_{kj}}{x_k}+\frac1{x_3}\right)
=\tau(\delta_{ij}-x_i+x_i)=\tau\delta_{ij},$$

where the last $x_i$ comes from $x_i(1-x_1-x_2)/x_3$. The ideal part of $H$ is therefore $\tau M^{-1}$. The excess part is the constant matrix of second derivatives of $e$,

$$W=\begin{pmatrix}-2\Omega_{13}&C\\ C&-2\Omega_{23}\end{pmatrix},$$

so that $H=\tau M^{-1}+W$ and $\Gamma=I+MW/\tau$.

For a two-by-two matrix $A$, $\det(I+A)=1+\operatorname{tr}A+\det A$. The trace needed here is

$$\operatorname{tr}(MW)=-2\Omega_{13}x_1(1-x_1)-2\Omega_{23}x_2(1-x_2)-2Cx_1x_2 .$$

Inserting $C$, the coefficient of $\Omega_{13}$ becomes $-2x_1(1-x_1-x_2)=-2x_1x_3$. That of $\Omega_{23}$ becomes $-2x_2x_3$, and that of $\Omega_{12}$ is $-2x_1x_2$. The trace is therefore $-2S$, where

$$S=\Omega_{12}x_1x_2+\Omega_{13}x_1x_3+\Omega_{23}x_2x_3$$

is the excess energy $e$ itself. With $P=x_1x_2x_3$ and $Q=\det W=4\Omega_{13}\Omega_{23}-C^2$, expanding the square gives

$$Q=2(\Omega_{12}\Omega_{13}+\Omega_{12}\Omega_{23}+\Omega_{13}\Omega_{23})
-\Omega_{12}^2-\Omega_{13}^2-\Omega_{23}^2 .$$

The determinant is

$$\boxed{\det\Gamma=1-\frac{2S}{\tau}+\frac{PQ}{\tau^2}}.$$

The quantities $S$, $P$ and $Q$ do not change when the components are relabelled. Eliminating $x_1$ or $x_2$ instead of $x_3$ changes the elements of $\Gamma$ but neither its determinant nor its trace, $2-2S/\tau$, and hence not its eigenvalues.

At fixed composition the temperature enters only through $\tau$. Let $\theta_\pm$ be the eigenvalues of $-MW$, which are real by the same similarity argument. Their sum is $2S$ and their product $PQ$, so

$$\theta_\pm=S\pm\sqrt{S^2-PQ},$$

and the eigenvalues of $\Gamma$ are $1-\theta_\pm/\tau$. If $\theta_+>0$, the smaller one is positive above $\tau=\theta_+$ and negative at every lower temperature. The spinodal surface is therefore

$$\boxed{\tau_s=S+\sqrt{S^2-PQ}}\qquad\text{where this is positive.}$$

If $\theta_+\le0$, that composition has no spinodal at positive temperature. If $\theta_-$ is also positive, which requires $S>0$ and $Q>0$, the determinant has a second zero at $\tau=\theta_-$. Below it both eigenvalues are negative and their product is positive again. A positive determinant is thus necessary for local stability but not sufficient.

The null vector of $\Gamma$ shows how the alloy begins to separate. If $\Gamma v=0$ at $\tau_s$, then $Hv=0$, because $M$ is invertible. By the formula for $\partial\mu_i/\partial x_j$, all three chemical potentials are then stationary along $v$, including $\mu_3$. Moreover $Hv=0$ means $Wv=-\tau_sM^{-1}v$, so at a different temperature, with $v$ held fixed,

$$v^{\mathsf T}Hv=(\tau-\tau_s)\,v^{\mathsf T}M^{-1}v .$$

The last factor is positive. A sufficiently small splitting along $v$ therefore costs energy above the spinodal and releases it below.

The consequence for diffusion follows from a linear flux law. Consider an isothermal alloy with constant number density $c$ and fluxes measured in the frame where they sum to zero. The expression for $\mu_i$ gives $\mu_k-\mu_3=g_k$, so

$$J_i=-\sum_kL_{ik}\nabla(\mu_k-\mu_3)=-\sum_{k,j}L_{ik}H_{kj}\nabla x_j ,$$

with $L$ the symmetric, positive definite matrix of mobilities. The diffusion matrix defined by $J=-cD\nabla x$ is $D=LH/c$. As long as $L$ stays finite and positive definite, $\det D$ vanishes where $\det\Gamma$ does, and a composition gradient along $v$ then drives no flux. For an ideal solution $H=\tau M^{-1}$, and $D$ is a product of two positive definite matrices. By the similarity argument its eigenvalues are positive, which is why the ideal calculation lets every fluctuation decay.

As an example, take the round model parameters $\Omega_{12}=2$, $\Omega_{13}=8$ and $\Omega_{23}=5$ millihartree (mEh) per atom, at $x=(0.3,0.2,0.5)$. Then

$$S=2(0.06)+8(0.15)+5(0.10)=1.82\ \text{mEh},$$

$$Q=2(16+10+40)-4-64-25=39\ \text{mEh}^2,$$

and $P=0.03$, so $PQ=1.17\ \text{mEh}^2$. The zeros of the determinant are

$$\theta_\pm=1.82\pm\sqrt{3.3124-1.17}=3.284\ \text{and}\ 0.356\ \text{mEh}.$$

The first is the spinodal, at 1037 K. The second, near 113 K, lies inside the unstable region.

At $\tau=4$ mEh, with $C=2-8-5=-11$ mEh, the elements are

$$\Gamma_{11}=1-\frac{16(0.21)-11(0.06)}4=0.325,\qquad
\Gamma_{12}=\frac{-11(0.21)+10(0.06)}4=-0.4275,$$

$$\Gamma_{21}=\frac{-11(0.16)+16(0.06)}4=-0.200,\qquad
\Gamma_{22}=1-\frac{10(0.16)-11(0.06)}4=0.765 .$$

The determinant is $0.325(0.765)-0.4275(0.200)=0.163$, and the eigenvalues $1-\theta_\pm/\tau$ are 0.179 and 0.911. The alloy is locally stable, but a fluctuation along the first eigenvector meets less than a fifth of the ideal thermodynamic restoring response.

At $\tau=3$ mEh the diagonal elements are 0.100 and 0.687. Both are positive, yet the determinant is $-0.083$ and the eigenvalues are $-0.095$ and $0.881$. With $x_3$ eliminated, the instability appears only through the off-diagonal elements, $-0.570$ and $-0.267$, and inspection of the diagonal would miss it. The diagonal depends on which component is eliminated: with $x_1$ eliminated it is $0.953$ and $-0.167$, while the eigenvalues are unchanged. At $\tau=0.3$ mEh the eigenvalues are $-9.95$ and $-0.188$. The determinant is $+1.87$, although the alloy is now unstable in every direction.

The soft direction follows from the first row of $\Gamma$ at the spinodal, $0.1778\,v_1-0.5208\,v_2=0$. Normalized to unit length in the $(x_1,x_2)$ plane, it is $v=(0.946,0.323)$, with an accompanying change of $-1.269$ in $x_3$. Components 1 and 2 thus gather together and leave component 3. They do so because $v_2/v_1=-\Gamma_{11}/\Gamma_{12}$, where $\Gamma_{11}$ is positive and $\Gamma_{12}$ negative: in $\tau_s\Gamma_{12}$ the term $-11(0.21)=-2.31$ mEh outweighs $+0.60$ mEh.

Along the perpendicular direction $(-0.323,0.946)$ the chemical potentials do respond at the spinodal. Central differences give slopes of $-6.02$, $12.38$ and $-1.34$ mEh per unit length for components 1, 2 and 3. Weighted by the mole fractions they sum to zero within rounding, as the Gibbs–Duhem relation requires.

The energy of a small but finite splitting can be found directly from $g$, by averaging the two halves and subtracting the parent value. For $\epsilon=0.01$ along $v$ the change is $+2.4\times10^{-4}$ mEh at $\tau=4$ mEh and $-9.5\times10^{-5}$ mEh at $\tau=3$ mEh. At $\tau=0.3$ mEh it is $-1.0\times10^{-3}$ mEh along $v$ and $-1.1\times10^{-4}$ mEh along the perpendicular. The last two values show the instability that the positive determinant conceals.

Three special cases show what the surface can look like. When $x_3\to0$, $P$ vanishes and

$$\det\Gamma\to1-\frac{2\Omega_{12}x_1x_2}{\tau},$$

which is the thermodynamic factor of the 1–2 binary. The eigenvalues of $\Gamma$ tend to this value and to 1, the second belonging to the vanishing component. For $\Omega_{12}>0$ the binary spinodal is $\tau_s=2\Omega_{12}x_1x_2$, with its maximum $\Omega_{12}/2$ at equal fractions.

If all three parameters equal $\Omega>0$ and the alloy is equimolar, then $S=\Omega/3$, $P=1/27$ and $Q=3\Omega^2$. Thus $PQ=\Omega^2/9=S^2$, the two zeros coincide, and

$$\det\Gamma=\left(1-\frac{\Omega}{3\tau}\right)^2 .$$

The determinant touches zero at the spinodal without changing sign. For $\Omega=6$ mEh the spinodal is at $\tau=2$ mEh, while the determinant is 0.0023 at 2.1 mEh and 0.0028 at 1.9 mEh. A search for a sign change would find no spinodal here. Every composition direction becomes soft at once, because a symmetric matrix with two equal eigenvalues is a multiple of the unit matrix, and so is any matrix similar to it.

Finally, let $\Omega_{13}=\Omega_{23}=0$ and $\Omega_{12}=-A$ with $A>0$. Two binaries are ideal and the third has attractive mixing, so none has a spinodal. In the ternary, with $p=x_1x_2$, we have $S=-Ap$, $Q=-A^2$ and

$$\theta_+=A\left(-p+\sqrt{p^2+px_3}\right)>0 .$$

At fixed $x_3$ this increases with $p$. Its derivative is positive if $2p+x_3>2\sqrt{p^2+px_3}$, and the squares of the two sides differ by $x_3^2$. The maximum therefore has $x_1=x_2=a$ and $x_3=1-2a$. The root becomes $a(1-a)$, and $\theta_+=Aa(1-2a)$, which is largest at $a=1/4$:

$$\tau_s^{\max}=\frac A8\quad\text{at}\quad x=\left(\tfrac14,\tfrac14,\tfrac12\right).$$

For $A=16$ mEh this is 2 mEh, or 632 K. The cause can be read from the line $x_1=x_2$, where $e=-A(1-x_3)^2/4$ is concave in $x_3$: diluting the mixture of 1 and 2 with component 3 breaks up favourable pairs, and separation restores them. The stability of all three binaries therefore does not guarantee that of the ternary alloy.

That last case also marks a limit of the model. Strong attraction between unlike atoms favours order, which random mixing leaves out. Suppose the lattice consists of two equivalent sublattices and only nearest neighbours, which lie on opposite sublattices, interact. Opposite composition changes $\pm u$ on the two sublattices then reverse the sign of $W$ in the curvature, which becomes $\tau M^{-1}-W$. At $x=(\tfrac14,\tfrac14,\tfrac12)$ this loses positive definiteness at $\tau=-\theta_-=A/4$, twice the spinodal value. In this mean-field treatment, which neglects correlations between neighbouring sites, the uniform random alloy therefore becomes unstable to ordering before it reaches the spinodal on cooling. Slightly above $A/4$, separation into an ordered and a disordered phase can already lower the Gibbs energy, although the random alloy is still locally stable. The value $A/8$ is thus a result for random mixing and not a general estimate. If the $\Omega_{ij}$ depend on temperature, the elements and the determinant remain valid at each temperature, but $\tau_s=\theta_+$ becomes an equation to be solved for $T$. If they depend on composition, $W$ acquires further derivatives, while $\Gamma=MH/\tau$ still holds. Elastic strain between coherent regions and the energy of composition gradients are also absent from $g$. The surface found here is therefore the limit of stability against separation for randomly mixed, unstrained regions large enough for gradient energy to be neglected.
